# Stagnant-film segregation with electromigration: how a field separates an impurity with k = 1, part 1

(Sections cited here and not found follow in the second part.)

## What dimensions and symmetry fix

A flat front freezes into a melt that holds a little solute. Five quantities can decide how much solute the solid receives: the growth speed $f$, the drift velocity $w$ that an electric field gives the solute, the diffusivity $D$ of the solute in the melt, the thickness $\delta$ of the unstirred layer at the front, and the interface segregation coefficient $k_0$, which is a pure number. The two speeds, $D$ and $\delta$ contain only length and time, so four quantities in two units leave two independent dimensionless groups. Take

$$\Delta=\frac{f\delta}{D},\qquad P=\frac{w\delta}{D}.$$

The solute is dilute, so the transport equation is linear in its concentration. Doubling the concentration everywhere doubles it in the solid and in the melt alike, and their ratio $k$ cannot depend on it. Hence

$$k=k(k_0,\Delta,P).$$

One value is known before any calculation. If $k_0=1$ and $P=0$, a uniform concentration satisfies every condition: nothing diffuses, the front takes up what the growth brings, and $k(1,\Delta,0)=1$. The field removes this balance because it moves solute through the melt but not through the solid. With $w$ counted positive toward the front, one expects $k$ to lie above 1 for $P>0$ and below 1 for $P<0$. Symmetry does not make the two directions mirror images, since growth already singles out a direction. The task is to find the function and to prove the signs.

Two coefficients must be kept apart. The condition $k_0=1$ concerns the ratio of solid to liquid concentration right at the front. The field is assumed to leave that ratio alone. What it changes is the effective coefficient, which compares the solid with the stirred melt.

## Model and signs

Use a frame that moves with the front. The front is at $x=0$, the solid at $x<0$ and the melt at $x>0$. Solid and melt are given equal densities, so in this frame both move toward negative $x$ at speed $f$. The solute in the melt also drifts relative to the melt with velocity $w$, positive toward the front, that is, toward negative $x$. The field and hence $w$ are uniform across the film.

Within $0<x<\delta$ the solute moves by growth flow, drift and diffusion alone. Beyond $x=\delta$ stirring holds the concentration at $C_L$. The concentration in the melt at the front is $C_i$, that in the solid is $C_s$, and

$$C_s=k_0C_i,\qquad k=\frac{C_s}{C_L}.$$

Nothing diffuses or drifts in the solid. The film is steady, which requires $C_L$ and the growth conditions to change slowly compared with the time the film needs to adjust. That time is of order $\delta^2/D$ when $\Delta$ and $|P|$ are not large.

## The flux balance

Count the flux $F$ as positive toward the front. Diffusion carries solute from high to low concentration, so if $C$ increases with $x$ it carries solute toward the front, and its contribution is $+D\,dC/dx$. Growth flow and drift contribute $fC$ and $wC$. Therefore

$$F=D\frac{dC}{dx}+(f+w)C .$$

In a steady film no layer gains or loses solute, so $F$ is the same at every $x$. Just behind the front the solid carries solute away at speed $f$, which is a flux $fC_s$. Solute is not stored at the front, so

$$D\frac{dC}{dx}+(f+w)C=fC_s .$$

This line contains the physics of the problem. On the left, in the melt, the solute is carried at the speed $f+w$. On the right, in the solid, it is carried at the speed $f$. The drift ends at the front because solute built into the crystal no longer moves through it. If $w$ appeared on both sides, the field would do no more than change the growth speed, and an impurity with $k_0=1$ would stay unsegregated.

## Solving for the effective coefficient

Write $v=f+w$ and $s=v\delta/D=\Delta+P$. Multiply the balance by $e^{vx/D}/D$. The left side becomes the derivative of a product:

$$\frac{d}{dx}\left(C\,e^{vx/D}\right)=\frac{fC_s}{D}\,e^{vx/D}.$$

Integrate from $0$, where $C=C_i=C_s/k_0$, to $\delta$, where $C=C_L$:

$$C_Le^{s}-\frac{C_s}{k_0}=\frac{fC_s}{D}\int_0^\delta e^{vx/D}\,dx .$$

For $v\neq0$ the integral is $(D/v)(e^s-1)$. Multiply by $e^{-s}$, divide by $C_s$, and move the term with $k_0$ to the right:

$$\frac1k=\frac{f}{v}\left(1-e^{-s}\right)+\frac{e^{-s}}{k_0}.$$

Since $f/v=\Delta/s$, this is

$$\boxed{\frac1k=\Delta\,h(s)+\frac{e^{-s}}{k_0}},\qquad h(s)=\frac{1-e^{-s}}{s},\qquad s=\Delta+P .$$

For $v=0$ the integral is $\delta$, and the same steps give $1/k=\Delta+1/k_0$. This agrees with the boxed formula when $h(0)=1$, which is also the limit of $h$ as $s\to0$. A drift that just cancels the growth flow is therefore an ordinary point.

Setting $w=0$ gives $s=\Delta$ and $\Delta h(\Delta)=1-e^{-\Delta}$. Multiplying numerator and denominator of $k$ by $k_0$ then yields

$$k=\frac{k_0}{k_0+(1-k_0)e^{-\Delta}},$$

the Burton–Prim–Slichter formula.

Differentiating the balance gives the transport equation $D\,C''+(f+w)C'=0$. This was also integrated numerically outward from the front, where the balance fixes the starting gradient, with $k_0=0.1$, 1 and 3, with $\Delta=0.2$ and 1.5, and with $P=-4$, $-\Delta$, $-0.5$, 0, 0.5 and 3. Over all these combinations the boxed formula differed from the integration by at most $3.3\times10^{-11}$ of the value of $k$.

## The same result as an average

Suppose $v\ne0$ and define $k_\infty=v/f=1+w/f$. The formula before the box becomes

$$\frac1k=\left(1-e^{-s}\right)\frac1{k_\infty}+e^{-s}\,\frac1{k_0}.$$

For $v>0$ both weights lie between 0 and 1 and add to 1. So $1/k$ is a weighted average of $1/k_0$, which the interface dictates, and $1/k_\infty$, which transport dictates. As the film thickens, the weight moves from the first to the second. Without a field $k_\infty=1$, and a thick film merely suppresses segregation. With a field, the value toward which the film drives $k$ is no longer 1.

If $k_0$ happens to equal $k_\infty$, then $k=k_0$ for every thickness. In that case the front takes up solute at just the rate at which growth and drift deliver it from a uniform melt.

## Proof of segregation at $k_0=1$

The function $h$ can be written as an integral:

$$h(s)=\int_0^1e^{-su}\,du .$$

Its integrand is positive, and for $u>0$ it decreases as $s$ increases. So $h(s)$ is positive and strictly decreasing for all real $s$, as is $e^{-s}$.

Now hold $f$, $\delta$, $D$ and $k_0$ fixed and increase $w$. Then $\Delta$ stays fixed while $s=\Delta+P$ increases. Both terms of $1/k$ are positive and both decrease. It follows that $k$ is positive and rises strictly with drift toward the front, whatever the value of $k_0$.

For $k_0=1$ replace $\Delta$ by $s-P$ in the first term:

$$\frac1k=(s-P)h(s)+e^{-s}=\left(1-e^{-s}\right)-P\,h(s)+e^{-s}.$$

The exponentials cancel, and

$$\boxed{\frac1k=1-P\,h(\Delta+P)}\qquad(k_0=1).$$

Since $h>0$, the right side is below 1 for $P>0$ and above 1 for $P<0$. Thus $k>1$ when the solute drifts toward the front, $k<1$ when it drifts away, and $k=1$ when it does not drift. The expected signs are proved for every growth speed and every nonzero drift within this model.

The concentration profile shows how this comes about. With $k_0=1$ we have $C_s=C_i$, and the flux balance at $x=0$ reads

$$D\,C'(0)+(f+w)C_i=fC_i,\qquad\text{so}\qquad C'(0)=-\frac{wC_i}{D}.$$

The growth terms cancel. What remains is a concentration gradient whose diffusion undoes the drift at the front. If the solute drifts away from the front, $w<0$, the concentration rises into the melt. The front then sits in a depleted layer, and the crystal copies the depleted concentration.

## What happens when $k_0$ is not 1

The same replacement of $\Delta$ by $s-P$, with $k_0$ left general, gives

$$\frac1k=1-P\,h(s)+\left(\frac1{k_0}-1\right)e^{-s}.$$

The second term on the right comes from the field and the third from the interface, although $s$ contains the drift too. They cancel, and $k=1$, when

$$P\,h(s)=\left(\frac1{k_0}-1\right)e^{-s}.$$

An impurity that the solid rejects, $k_0<1$, needs $P>0$: the field must push it toward the front. One with $k_0>1$ needs the opposite drift. Such a drift exists in each case, because $1/k$ goes continuously from infinity to zero as $P$ runs from $-\infty$ to $+\infty$ at fixed $\Delta$. A field can therefore create segregation where the interface gives none, and can also cancel what the interface gives.

## Limiting cases

**Slow growth.** Let $f\to0$ with $w$ and $\delta$ fixed. Then $\Delta\to0$ and $s\to P$, so

$$k\to k_0e^{P}.$$

The solid now removes solute at a vanishing rate, and diffusion balances drift throughout the film. The exponential is the concentration ratio that this balance sets up.

**Fast growth.** Take $k_0=1$ and raise $f$ with $w$ and $\delta$ fixed. Then $h(\Delta+P)$ decreases toward zero, so $1/k$ moves steadily toward 1. Faster growth weakens the segregation. Combined with the previous limit, this shows that $k$ lies between 1 and $e^P$ at any finite growth speed.

**Thin film.** Let $\delta\to0$ at fixed $f$ and $w$. Both $\Delta$ and $P$ vanish, and $k\to k_0$. The field has no effect if stirring reaches the front, because stirring erases any gradient that drift builds. For $k_0=1$ the departure from 1 grows steadily with $\delta$, since

$$P\,h(s)=\frac{w}{D}\int_0^\delta e^{-vx/D}\,dx$$

has an integrand of fixed sign.

**Thick film.** Let $\delta\to\infty$ at fixed $f$ and $w$. If $f+w>0$, then $e^{-s}\to0$ and

$$k\to1+\frac wf ,$$

whatever $k_0$ is. The melt delivers the flux $(f+w)C_L$, and the solid must carry it off as $fC_s$. If $f+w<0$, the solute retreats faster than the front advances. Then $e^{-s}$ grows without limit and $k\to0$ exponentially. At $f+w=0$ the decrease is slower, as $1/(\Delta+1/k_0)$. These are steady-state results, which a short experiment need not reach.

# Second half: stirring, zones and a bar of tin

## Symbols and results carried over

The front grows at speed $f$ into the melt at $x>0$. The solute drifts relative to the melt at $w$, positive toward the front, and $v=f+w$. The film has thickness $\delta$ and diffusivity $D$. The concentrations are $C_i$ in the melt at the front, $C_s=k_0C_i$ in the solid, and $C_L=C_s/k$ in the stirred melt. With $\Delta=f\delta/D$, $P=w\delta/D$, $s=\Delta+P$ and $h(s)=(1-e^{-s})/s$,

$$\frac1k=\Delta h(s)+\frac{e^{-s}}{k_0},\qquad\text{and for }k_0=1:\quad\frac1k=1-P\,h(s).$$

## What the film stands for

A real melt has no sharp edge between still and stirred liquid. A better picture is a flow that comes toward the front and turns outward along it. Near a solid surface let its speed toward the front be $ax^2$, with $a>0$, and its outward radial speed be $axr$, where $r$ is the distance from the axis. The axial part changes the volume of a fluid element at the rate $-2ax$ and the radial part at $+2ax$, so the liquid is incompressible, as it should be.

If the concentration depends on $x$ alone, the radial flow carries no concentration change. The steady transport equation is

$$D\,C''+\left(v+ax^2\right)C'=0 .$$

This is a first-order equation for $C'$, with the solution

$$C'(x)=C'(0)\exp\left[-\frac{vx+ax^3/3}{D}\right].$$

The flow $ax^2$ vanishes at the front, so the balance there is unchanged: $D\,C'(0)+vC_i=fk_0C_i$. This gives $C'(0)=-(v-fk_0)C_i/D$. Integrate $C'$ from the front to the distant melt and define

$$I=\int_0^\infty\exp\left[-\frac{vx+ax^3/3}{D}\right]dx .$$

The result is $C_L=C_i\left[1-(v-fk_0)I/D\right]$. Dividing by $C_s=k_0C_i$,

$$\frac1k=\frac1{k_0}\left(1-\frac{vI}{D}\right)+\frac{fI}{D}.$$

Now define a thickness $\delta(v)$ by

$$e^{-v\delta/D}=1-\frac{vI}{D}.$$

This is possible because the right side is positive. That is plain for $v\le0$. For $v>0$, dropping the cubic term increases the integral to $D/v$, so $vI/D<1$. With this definition $fI/D=(f/v)(1-e^{-s})=\Delta h(s)$, and the film formula returns without approximation.

So for this flow the film is an exact way of writing the answer, provided its thickness is taken at $v=f+w$. A thickness found at the same growth speed without a field belongs to $v=f$ and is not quite the right one. At $v=0$ the definition reduces to $\delta=I$. Substituting $y=ax^3/(3D)$ gives

$$\delta(0)=\left(\frac{3D}{a}\right)^{1/3}\frac13\int_0^\infty y^{-2/3}e^{-y}\,dy=\Gamma\!\left(\tfrac43\right)\left(\frac{3D}{a}\right)^{1/3}.$$

Numerical integration of the stirred equation was compared with the film formula for $k_0=0.2$, 1 and 2. With $\delta(0)$ and $D$ as units, the pairs $(f,w)$ were $(0.5,-3)$, $(0.5,-0.2)$, $(1,2)$ and $(0.7,-0.7)$. The largest difference was $1.7\times10^{-12}$ of $k$.

Within this model, drift toward the front enriches the solid and drift away from it purifies the solid when $k_0=1$, and the film formula also holds exactly for the smooth stirring flow if the thickness is taken at $v=f+w$. It remains to find how such a coefficient changes the composition of a solid bar, to work out a case in tin, and to examine what the model leaves out.
